Direction-dependent ρ₀λ for a spheroidal Fermi surface and hexagonal metals

**1. Definitions and conventions**

A metal has one parabolic band, with wavevector K measured from the band minimum:

E(K) = (ħ²/2) K·M⁻¹K, M = diag(m_a, m_a, m_c).

The third axis is the hexagonal c axis. The Fermi surface is a spheroid with semi-axes k_i = √(2m_i E_F)/ħ, that is k_a, k_a, k_c, and η = k_c/k_a. It encloses the volume (4π/3)k_a²k_c. With two spin states per (2π)³ of K space, the electron density is

N = k_a²k_c/(3π²).

The velocity is v = ħM⁻¹K, and the relaxation time τ is the same for all states.

A film of thickness d fills 0 < z < d, with z along the unit normal n. The current flows along an in-plane unit vector t, with no current sideways. At each surface a fraction p of the electrons is reflected specularly, conserving energy and in-plane wavevector; the rest leaves without memory of its arrival.

The product "ρ₀λ" is defined by what it is used for, the first size correction of a thick film:

ρ_film = ρ_tt + (3/8)(1−p) P(t,n)/d + smaller terms. (1)

Here ρ_tt = t·ρt is the bulk resistivity for current along t. For a sphere, P is the usual ρ₀λ. Pairs are written (t,n); a and a′ are perpendicular basal directions.

**2. Theorem**

Under these assumptions, for any orientation of the c axis and any d within semiclassical transport,

ρ_film = ρ_tt Φ(d/λ_n, p), (2)

ρ_tt = t·Mt/(Ne²τ), λ_n = τ√(2E_F n·M⁻¹n), (3)

where Φ is the Fuchs–Sondheimer ratio of a spherical metal, given in (9). Consequently

P(t,n) = ρ_tt λ_n = (ħ/(Ne²)) (Σ t_i²k_i²) √(Σ n_i²/k_i²). (4)

Neither τ nor the mass scale remains. With P₀ = 3π²ħ/(e²k_a²), the principal cases are

P(a,a′) = P₀/η, P(a,c) = P₀/η², P(c,a) = P₀η. (5)

**3. Lemma 1: the surface as a unit sphere**

Set K_i = k_i u_i with |u| = 1. Then v_i = ħk_i u_i/m_i, or

v = Wu, W = diag(V_i), V_i = √(2E_F/m_i), W² = 2E_F M⁻¹.

For the integration measure, put K_i = s k_i u_i. Then E = E_F s² and dE = 2E_F s ds, so at s = 1

d³K = k_a²k_c dΩ ds = k_a²k_c dΩ dE/(2E_F).

The same volume is dS dE/(ħ|v|), because ħ|v| is the energy gradient. Hence dS/|v| = ħk_a²k_c dΩ/(2E_F).

Write the change of the distribution as δf = q g (−∂f₀/∂E), with q = −e. At low temperature the current density is

j = (2q/8π³)∫d³K v δf = (e²/4π³ħ)∫(dS/|v|) v g.

Inserting the measure, with ⟨…⟩ the average over the unit sphere,

j = (e²k_a²k_c/(2π²E_F)) ⟨v g⟩ = (3Ne²/(2E_F)) ⟨v g⟩. (6)

In the bulk, a field F gives g = τ v·F. Since ⟨u_i u_j⟩ = δ_ij/3,

σ = (3Ne²τ/(2E_F)) W²/3 = Ne²τ M⁻¹,

and ρ = σ⁻¹ = M/(Ne²τ), which is the first part of (3).

In a tilted crystal ρ_tt is in general not 1/σ_tt. A field along t can also drive current along n, which the surfaces forbid; a normal field builds up to cancel it. The Cauchy–Schwarz inequality gives (t·Mt)(t·M⁻¹t) ≥ 1, so ρ_tt ≥ 1/σ_tt, with equality when t is a principal axis.

**4. Lemma 2: the driving term and the surfaces**

Let F be the uniform field that drives a bulk current J along t: F = Jρt = J Mt/(Ne²τ). Since WM = 2E_F W⁻¹,

v·F = u·WF = (2E_F J/(Ne²τ)) u·b, b = W⁻¹t. (7)

The normal velocity is v_n = u·c̃ with c̃ = Wn. The two vectors are perpendicular, whatever the tilt:

b·c̃ = (W⁻¹t)·(Wn) = t·n = 0.

Specular reflection changes K by a multiple of n, so u_i changes by a multiple of n_i/k_i. Because V_i = 2E_F/(ħk_i), this change is parallel to Wn = c̃. Energy conservation keeps |u| = 1, so reflection is a mirror operation that reverses u·c̃ and leaves u·b unchanged.

The tilted spheroid has thus become a sphere with an ordinary mirror surface and a driving direction parallel to that surface.

**5. Proof of the theorem**

Let μ be the component of u along c̃. Then τv_n = λ_nμ, with λ_n = τ|Wn| = τ√(2E_F n·M⁻¹n). This is τ times the largest normal velocity on the Fermi surface. The linearized Boltzmann equation is

v_n ∂g/∂z + g/τ = v·F.

Its solution is the bulk value g_b = τ v·F plus a term decaying away from the surface the electron last left:

g = g_b G, G = 1 − A exp(−s/(λ_n|μ|)),

with s = z for μ > 0 and s = d−z for μ < 0. Let ε = exp(−d/(λ_n|μ|)). An electron arriving at a surface carries g_b(1−Aε). The fraction p keeps this value, and g_b is the same before and after reflection, so

1 − A = p(1 − Aε), hence A = (1−p)/(1−pε). (8)

The diffusely emitted electrons were given g = 0. This is consistent if the arriving electrons carry no net flux. Their flux is an average of μ(u·b) times a function of μ, and it vanishes on averaging over the azimuth about c̃, because b is perpendicular to c̃. The charge density ⟨g⟩ vanishes for the same reason, so the uniform field needs no correction.

For the current, split u into μ along c̃ and a perpendicular part. The azimuthal average of u(u·b) is b(1−μ²)/2. From (6) and (7), with Wb = t,

j(z) = (3Ne²/(2E_F)) τ (2E_F J/(Ne²τ)) t ⟨(1−μ²)G/2⟩ = J t (3/2)⟨(1−μ²)G⟩.

For G = 1 this is Jt, as it must be. At every depth the current points along t, so the normal and sideways conditions hold. Averaging the exponential over z gives (λ_n|μ|/d)(1−ε). Since ρ_film is F·t divided by the mean current, and F·t = Jρ_tt, the result is (2) with

1/Φ = 1 − (3λ_n(1−p)/(2d)) ∫₀¹ dμ (μ−μ³)(1−ε)/(1−pε). (9)

**Thick film.** For d ≫ λ_n, ε is negligible and the integral is 1/2 − 1/4 = 1/4. Then 1/Φ = 1 − (3/8)(1−p)λ_n/d, and inversion to first order gives (1) with P = ρ_tt λ_n.

To remove the masses, use m_i = ħ²k_i²/(2E_F):

t·Mt = (ħ²/(2E_F)) Σt_i²k_i²,

√(2E_F n·M⁻¹n) = (2E_F/ħ) √(Σn_i²/k_i²).

In their product E_F and one factor ħ cancel, which leaves (4). For principal directions (4) reads 3π²ħk_t²/(e²k_n k_a²k_c), and the three choices give (5). ∎

**Thin diffuse film.** For p = 0 and κ = d/λ_n ≪ 1, equation (9) can be written

1/Φ = (3/2)∫₀¹ dμ (1−μ²)[1 − (μ/κ)(1−e^(−κ/μ))].

For μ ≫ κ the bracket is κ/(2μ), and integrating this from μ of order κ up to order 1 gives (κ/2)ln(1/κ) to leading logarithm. Thus 1/Φ ≈ (3κ/4)ln(1/κ), and

ρ_film ≈ 4P(t,n)/(3d ln(λ_n/d)).

The same directional product sets the scale; τ survives in the logarithm. The approach to this limit is slow: the formula lies about 21% above (9) at d/λ_n = 0.1 and still about 9% above it at d/λ_n = 0.01, so (9) should be used for numbers. The formula fails once d is so small that the normal motion is quantized into separated subbands.

**Remark on the physics.** The transport direction enters through inertia: a long semi-axis means a heavy mass and a high ρ_tt. The normal enters through the speed at which electrons reach the surfaces: a long semi-axis along n means slow normal motion and a short λ_n. For η > 1 the smallest product therefore belongs to c along the normal. For η < 1, (5) makes (c,a) the smallest.

**6. Proposition: other Fermi surfaces**

Suppose that reflection in the film plane and a twofold rotation about n are symmetries of the band and of τ(K), that specular reflection takes each state to its mirror image in the film plane, and that t is a principal direction of the in-plane film conductivity. (The condition on specular reflection matters only if a line along n crosses the Fermi surface more than twice.) Then

P(t,n) = (8/3)(4π³ħ/e²) ∫(dS/|v|)τ²v_t²|v_n| / [∫(dS/|v|)τv_t²]². (10)

**Proof.** The reflection leaves v_t, |v| and τ unchanged, so (8) holds with λ_n|μ| replaced by τ|v_n|. The twofold rotation reverses v_t at fixed v_n, so there is no normal current. For a thick film each state loses the fraction (1−p)τ|v_n|/d of its contribution:

σ_film = σ_tt − (1−p)S/d, S = (e²/4π³ħ)∫(dS/|v|)τ²v_t²|v_n|.

Inversion gives ρ_film = 1/σ_tt + (1−p)S/(σ_tt²d). Comparison with (1) gives P = (8/3)S/σ_tt², which is (10). ∎

With several sheets, both integrals run over all of them, provided specular reflection does not transfer electrons between sheets. With two unequal spin populations, they run over the sheets of both spins, and the factor 4π³ħ/e² in (10) becomes 8π³ħ/e², because each sheet then holds one spin state instead of two. The products of separate sheets cannot simply be averaged, because the denominator is the square of a sum.

**7. Why Ru and Co need both directions**

Ru and Co are hexagonal close-packed. Leaving aside any dependence on the magnetization direction in Co, their bulk resistivity is a second-rank tensor with two independent values, ρ_a and ρ_c, so t must be given even without surfaces. The numerator of (10) also contains |v_n|, so n must be given too. Symmetry removes part of this freedom.

**Normal along c.** The in-plane tensor ∫(dS/|v|)τ²v_iv_j|v_c| is symmetric and must be unchanged by a 60° rotation. Its traceless part turns through twice that angle, 120°, and must therefore vanish. All in-plane transport directions are equivalent, and "(0001) film" is a sufficient label.

**Normal in the basal plane.** No symmetry rotation of the crystal turns c into a basal direction, so transport along c and across c generally give different products. Sixfold warping can also make the result depend on the azimuth of n, which a spheroid cannot show.

Naming transport "along a" therefore leaves (a,c) and (a,a′) undecided, and naming a basal normal leaves (a,a′) and (c,a) undecided. The spheroid displays the mechanism but does not predict values for Ru or Co, whose Fermi surfaces have several sheets; ferromagnetic Co also has two unequal spin populations.

Cubic symmetry is not a general exemption. It makes the bulk resistivity isotropic, but |v_n| is not a tensor component of low rank, and the film slope can remain anisotropic.

**8. Constant mean free path instead of constant τ**

If λ = |v|τ is uniform and t is a principal axis of the bulk conductivity, so that ρ_tt = 1/σ_tt, the bulk product ρ_ttλ is

(4π³ħ/e²)/I_t, I_t = ∫(v_t²/v²)dS. (11)

It contains no surface normal. For the spheroid, let x = u_c and h² = η²(1−x²) + x². Lemma 1 gives |v| = 2E_F h/(ħk_c), and therefore

(v_i²/v²)dS = (dS/|v|)(v_i²/|v|) = k_a²k_c² u_i² dΩ/(k_i² h).

With L = ∫₀¹dx/h and Q = ∫₀¹x²dx/h, and using the azimuthal average u_a² → (1−x²)/2,

I_c = 4πk_a²Q, I_a = 2πk_c²(L−Q).

For η > 1 let β = η²−1, so that h² = η²−βx². Then L = arcsin(√β/η)/√β. Writing h = h²/h gives ∫₀¹h dx = η²L − βQ, while integration by parts gives 1 + βQ. Equating them, Q = (η²L−1)/(2β).

Setting τ = λ/|v| in (10) gives the film slope under the same assumption. It still depends on n, so a bulk product such as (11) does not replace it.

**9. Worked example**

The round model parameters k_a = 12 nm⁻¹, k_c = 15 nm⁻¹, m_a = m_e and τ = 10 fs belong to no particular material. They give η = 1.25 and m_c = η²m_a = 1.5625 m_e. The bulk values are ρ_a = 4.864 and ρ_c = 7.601 μΩ cm, with λ_n = 13.892 nm for n along a and 11.114 nm for n along c. For the pair (a,c),

P = 4.864×10⁻⁸ Ω m × 11.114×10⁻⁹ m = 5.41×10⁻¹⁶ Ω m² = 54.1 μΩ cm nm.

In units of 10⁻¹⁶ Ω m², the three products are:

- (a,a′): 6.76
- (a,c): 5.41
- (c,a): 10.56

Changing the normal at fixed t = a changes P by the factor η = 1.25. Changing the transport direction at a fixed basal normal changes it by η² ≈ 1.56.

For a film with d = 20 nm and p = 0, the linear law for (a,c) gives

ρ = 4.864 + (3/8)[5.406×10⁻¹⁶/(20×10⁻⁹)]×10⁸ = 5.88 μΩ cm,

against 6.07 from (9), so it is low by about 3% of the full value. For both pairs with n along a it is low by about 4%. The two errors agree because the relative error depends only on d/λ_n and p.

With the c axis at 45° to the normal and t in the plane of n and c, ρ_tt = (4.864 + 7.601)/2 = 6.23 μΩ cm, whereas 1/σ_tt = 5.93 μΩ cm. With λ_n = 12.58 nm, P = 7.84×10⁻¹⁶ Ω m². Equation (2) was tested, for this tilt with two current directions and for the three principal pairs, against a film solution on the original Fermi surface, for prolate and oblate spheroids and for diffuse and partly specular surfaces.

For a constant mean free path, (11) gives 6.49 for t = a and 9.30 for t = c, in 10⁻¹⁶ Ω m². The film slopes are 6.67 for (a,a′), 5.73 for (a,c) and 10.11 for (c,a). The single value 6.49 lies between the two slopes for t = a and equals neither. The scattering assumption shifts the numbers, but the order of the three pairs is unchanged here.

Two warped models, at constant τ and the same E_F, test the symmetry statements. In the hexagonal one, 0.10 Re(K_x+iK_y)⁶/K⁴ is added to K_x² + K_y² + K_z²/η², and the sum is multiplied by ħ²/(2m_e). In the same units:

- n along c: P = 5.24 for every in-plane t tested.
- n along x: 7.33 for basal t and 10.59 for t along c.
- n turned by 30° in the basal plane: 5.81 for basal t.

The azimuth of the normal alone thus changes the basal-transport value by about a quarter of the smaller value. This surface is slightly dented around the x axis and its five sixfold partners. For the normal turned by 30° a dent lies at 90° from n, and a small fraction of the lines along n cross the surface four times. The states on those lines carry about a quarter of σ_tt but only about 3% of S, because they move nearly parallel to the film. For p > 0 the value there relies on the condition on specular reflection stated in Section 6.

In the cubic model, E = (ħ²/(2m_e))[K² + 0.30(K_x⁴+K_y⁴+K_z⁴)/K²]. Its bulk conductivity is isotropic, yet P is 8.35 for n = [001] with t = [100]. For n = [110] it is 8.59 with t = [001] and 11.78 with t = [1−10], where −1 is the second index. The remaining values are in the numerical output.

**10. Limits of validity**

Equation (4) requires a single parabolic spheroid and uniform τ; (10) relaxes the band shape under its stated symmetries. Both treat p as one constant and omit grain boundaries, surface-induced changes of the bands and a specularity that varies with angle of incidence. If p varies over the Fermi surface, the factor 1−p must stay inside the integral for S, and in general the slope no longer separates into a surface factor and a property of the metal. A spherical metal with p depending only on the angle of incidence is an exception: the angular average of 1−p is then the same for every Fermi radius.

Calculated quantities

```
k_a = 12.0 nm^-1, k_c = 15.0 nm^-1, eta = 1.250
m_a = 1.0000 m_e, m_c = 1.5625 m_e
relaxation time = 10.0 fs, Fermi energy = 5.486 eV
electron density = 7.2951 x 10^28 m^-3
bulk rho_a = 4.864, rho_c = 7.601 microohm cm
lambda_n: n=a 13.892 nm, n=c 11.114 nm
P_0 = 8.447 x 10^-16 ohm m^2
Constant relaxation time, P in 10^-16 ohm m^2:
  t=a, n=a': P = 6.758, P/P_0 = 0.8000
  t=a, n=c: P = 5.406, P/P_0 = 0.6400
  t=c, n=a: P = 10.559, P/P_0 = 1.2500
Tilted film, n at 45 deg from c, t in the n-c plane:
  P = 7.841 x 10^-16 ohm m^2, lambda_n = 12.580 nm
  rho_tt = 6.233, 1/sigma_tt = 5.932 microohm cm
Film d = 20 nm, p = 0, resistivity in microohm cm:
  t=a, n=a': full 6.398, linear 6.132
  t=a, n=c: full 6.070, linear 5.878
  t=c, n=a: full 9.997, linear 9.581
Constant mean free path, products in 10^-16 ohm m^2:
  transport only: t=a 6.491, t=c 9.300
  film slope t=a, n=a': 6.672
  film slope t=a, n=c: 5.726
  film slope t=c, n=a: 10.112
Hexagonal warped model, warping 0.10, P in 10^-16 ohm m^2:
  n=c, any in-plane t: 5.243
  n basal at 0 deg: t basal 7.326, t=c 10.594
  n basal at 30 deg: t basal 5.809
Cubic warped model, warping 0.30, P in 10^-16 ohm m^2:
  n=[001], t=[100]: 8.348
  n=[110], t=[001]: 8.589
  n=[110], t=[1-10]: 11.776
```
